# Static COHSEX and the Origin of Dielectric-Dependent Hybrids

**Q:** A dielectric-dependent hybrid uses the fraction $1/\epsilon$ of Fock exchange. I am told this follows from many-body theory by writing $W=v/\epsilon$. What is the starting point?

**A:** The GW self-energy, which is the exchange diagram with the bare interaction $v$ replaced by the screened interaction $W$:

$$\Sigma(\mathbf r,\mathbf r';E)=\frac{i}{2\pi}\int d\omega\,e^{i\omega\eta}\,G(\mathbf r,\mathbf r';E+\omega)\,W(\mathbf r,\mathbf r';\omega),\qquad \eta\to0^+ .$$

Vertex corrections are neglected. I use Hartree atomic units, closed shells and real orbitals $\varphi_n$ of a mean-field Hamiltonian $h$ with levels $\varepsilon_n$. The time-ordered Green function is

$$G(E)=\sum_n\frac{\varphi_n(\mathbf r)\varphi_n(\mathbf r')}{E-\varepsilon_n\mp i\eta},$$

with the upper sign for occupied states and the lower for empty ones.

Write $W=v+W_p$, where $W_p$ is the potential of the polarization charge. In the $v$ part, the factor $e^{i\omega\eta}$ lets us close the contour in the upper half-plane. The poles there are $\omega=\varepsilon_n-E+i\eta$ with $n$ occupied. Each gives $(i/2\pi)(2\pi i)=-1$, so

$$\Sigma_x=-\gamma(\mathbf r,\mathbf r')\,v(\mathbf r,\mathbf r'),\qquad \gamma=\sum_n^{\rm occ}\varphi_n(\mathbf r)\varphi_n(\mathbf r').$$

Here $\gamma$ is the density matrix of one spin, and $\Sigma_x$ is Fock exchange.

**Q:** The rest needs the frequency dependence of $W_p$. Where do you get it?

**A:** From $W_p=v\chi v$, where $\chi$ is the density response. It has a pole pair for each neutral excitation of energy $\Omega_s>0$. If $w_s(\mathbf r)$ is the Coulomb potential of the transition density, then

$$W_p(\omega)=\sum_s w_s(\mathbf r)w_s(\mathbf r')\left[\frac{1}{\omega-\Omega_s+i\eta}-\frac{1}{\omega+\Omega_s-i\eta}\right].$$

Away from the poles the bracket is $2\Omega_s/(\omega^2-\Omega_s^2)$.

The product $GW_p$ falls as $\omega^{-3}$, so the contour may be closed on either side. Let $x_n=E-\varepsilon_n$.

- For $n$ empty, the pole of $G$ is in the lower half-plane, so close above. The enclosed pole is $\omega=-\Omega_s+i\eta$, with residue $-w_sw_s/(x_n-\Omega_s)$. The prefactor $-1$ makes the result $+w_sw_s/(x_n-\Omega_s)$.
- For $n$ occupied, the pole of $G$ is above, so close below. The clockwise path gives the prefactor $(i/2\pi)(-2\pi i)=+1$. The pole $\omega=\Omega_s-i\eta$ gives $w_sw_s/(x_n+\Omega_s)$.

Hence

$$\Sigma_c(E)=\sum_n\varphi_n\varphi_n\sum_s\frac{w_sw_s}{x_n\pm\Omega_s},$$

with plus for occupied and minus for empty states.

**Q:** I see no screened exchange and no Coulomb hole in that.

**A:** They appear when the occupied terms are given the same denominator as the empty ones. Since

$$\frac1{x-\Omega}-\frac1{x+\Omega}=\frac{2\Omega}{x^2-\Omega^2},$$

we have

$$\frac1{x+\Omega}=\frac1{x-\Omega}-\frac{2\Omega}{x^2-\Omega^2}.$$

The last term, multiplied by $w_sw_s$ and summed over $s$, is $-W_p(x_n)$. Therefore

$$\Sigma_c(E)=-\sum_n^{\rm occ}\varphi_n\varphi_n W_p(x_n)+\sum_n^{\rm all}\varphi_n\varphi_n\sum_s\frac{w_sw_s}{x_n-\Omega_s}.$$

The first sum joins $\Sigma_x$ to give exchange with a dynamically screened interaction. The second runs over all states and is the Coulomb hole. Nothing has been made static yet.

**Q:** Now you will set $x_n=0$. What does that assume?

**A:** That $|x_n|\ll\Omega_s$ for the terms that matter: the polarization follows the electron without delay. Then $W_p(x_n)\to W_p(0)$, and

$$W_p(0)=-2\sum_s\frac{w_sw_s}{\Omega_s},\qquad \sum_s\frac{w_sw_s}{x_n-\Omega_s}\to-\sum_s\frac{w_sw_s}{\Omega_s}=\frac12W_p(0).$$

The second expression no longer depends on $n$. Completeness, $\sum_n\varphi_n(\mathbf r)\varphi_n(\mathbf r')=\delta(\mathbf r-\mathbf r')$, then makes the Coulomb hole local. Adding $\Sigma_x$ gives static COHSEX:

$$\Sigma=-\gamma(\mathbf r,\mathbf r')W(\mathbf r,\mathbf r';0)+\frac12\delta(\mathbf r-\mathbf r')\,W_p(\mathbf r,\mathbf r;0).$$

The factor one half also has a classical reading. If a point charge is built up from $0$ to $1$ in a linear medium, the induced potential at charge $\lambda$ is $\lambda W_p$. The work against it is $\int_0^1\lambda W_p\,d\lambda=W_p/2$.

**Q:** Completeness needs all empty states, including those far above $\Omega_s$. Your condition fails for them.

**A:** It does, and this is the weak point of the static Coulomb hole. For an empty state far above $E$, $x_n$ is large and negative, and $|1/(x_n-\Omega_s)|$ is much smaller than the assumed $1/\Omega_s$.

Where an expansion in $x_n/\Omega_s$ is legitimate, its first term can be found. For occupied states $1/(x+\Omega)=1/\Omega-x/\Omega^2+\dots$, and for empty states $1/(x-\Omega)=-1/\Omega-x/\Omega^2+\dots$. The linear terms agree, so the correction to COHSEX is

$$\Delta\Sigma=-\sum_n(E-\varepsilon_n)\varphi_n\varphi_n\sum_s\frac{w_sw_s}{\Omega_s^2}
=-(E-h)(\mathbf r,\mathbf r')\sum_s\frac{w_s(\mathbf r)w_s(\mathbf r')}{\Omega_s^2}.$$

**Q:** Show me a system in which both versions can be computed.

**A:** Take a chain of eight sites with eight electrons, hopping $0.1$ hartree and alternating site energies $\pm0.15$ hartree. The repulsion is $1/\sqrt{d^2+a^2}$, with spacing $3$ bohr and $a=2$ bohr. $W$ is computed in the random-phase approximation. The numerical check tests the pole formula against the frequency integral, rotated onto the imaginary axis and evaluated with $E$ at midgap, and also tests the partition and, with the energy differences $x_n$ scaled down towards zero, the linear correction.

For the highest occupied level, the diagonal elements beyond bare exchange, with $E$ set to that level of $h$, are, in hartree:

| | dynamic | static |
|---|---:|---:|
| screened exchange | 0.04680 | 0.04595 |
| Coulomb hole | −0.02808 | −0.02661 |
| sum | 0.01872 | 0.01934 |

The static sum is too large by $0.0006$ hartree, about 3% of the dynamic sum. The errors of the two parts have opposite signs and partly cancel. For the lowest empty level the sums have the same sizes and negative signs. Static correlation thus narrows the gap by $2\times0.01934=0.0387$ hartree relative to bare exchange.

**Q:** Is $|x_n|\ll\Omega_s$ satisfied there?

**A:** Not for every term. The levels next to the gap are at $\mp0.154$ hartree, so $|x_n|=0.308$ between them, while the lowest excitation is at $0.313$ hartree. The linear correction does not help at these energy differences: for the highest occupied level it is $+0.0005$ hartree, whereas the dynamic sum lies $0.0006$ hartree below the static one. The good agreement of the static sum is a result for this chain and no guarantee for another system.

The static Coulomb hole is also smaller in magnitude than the dynamic one, although high empty states push the other way. The reason is in the denominator. Occupied states below the highest one have $0<x_n<\Omega_s$ here, which makes $|1/(x_n-\Omega_s)|$ larger than $1/\Omega_s$. Their effect outweighs that of the few empty states of this small basis. A continuum has many more high empty states, and there the static error can be far larger. For the highest occupied orbital of water, with Hartree–Fock orbitals, random-phase screening and the def2-TZVP basis, the empty states contribute $-0.14$ hartree in the static limit against $-0.07$ dynamically, and the sum beyond bare exchange is $-0.02$ against $+0.04$ hartree. These values are not converged in basis, and the difference between static and dynamic sums grows from def2-SVP to def2-TZVP.

**Q:** Very well. Put $W=v/\epsilon$ into COHSEX.

**A:** Here $\epsilon$ is the static dielectric constant of the electrons, with the nuclei fixed, in an isotropic medium without local fields. The first term is immediate:

$$-\gamma W=-\frac1\epsilon\gamma v=\frac1\epsilon\Sigma_x .$$

That is the Fock fraction. For the second term, $W_p=-(1-1/\epsilon)v$, so

$$\Sigma_{\rm COH}=-\frac12\left(1-\frac1\epsilon\right)\delta(\mathbf r-\mathbf r')\lim_{r\to0}\frac1r .$$

**Q:** That is infinite. Where is the local potential I was promised?

**A:** The promise has to be corrected. The Coulomb hole was local before $\epsilon$ entered. The replacement turns it into a constant, the same at every point, and the constant diverges. A constant moves all levels together and cannot act as a density-dependent exchange potential.

The divergence comes from using the long-distance $\epsilon$ at zero distance. Electrons cannot screen a charge at distances much shorter than those over which they can rearrange. A simple model with both limits is

$$\epsilon^{-1}(q)=1-\left(1-\frac1\epsilon\right)e^{-q^2/4\mu^2}.$$

It equals $1/\epsilon$ at $q=0$ and tends to $1$ at large $q$; $\mu$ is an inverse screening length.

**Q:** What does this give in real space?

**A:** With $W(q)=(4\pi/q^2)\epsilon^{-1}(q)$, we need the transform of the Gaussian part. The angular integration gives

$$\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\mu^2}e^{i\mathbf q\cdot\mathbf r}=\frac{I(r)}r,\qquad I(r)=\frac2\pi\int_0^\infty\!dq\,e^{-q^2/4\mu^2}\frac{\sin qr}{q}.$$

Differentiation removes the $1/q$ and leaves a Gaussian integral:

$$I'(r)=\frac2\pi\int_0^\infty\!dq\,e^{-q^2/4\mu^2}\cos qr=\frac{2\mu}{\sqrt\pi}e^{-\mu^2r^2}.$$

Since $I(0)=0$, $I(r)=\operatorname{erf}(\mu r)$. Thus

$$W(r)=\frac1r\left[1-\left(1-\frac1\epsilon\right)\operatorname{erf}(\mu r)\right].$$

For small $r$, $\operatorname{erf}(\mu r)/r\to2\mu/\sqrt\pi$. Half of the static $W_p$ at $r=0$ is then finite:

$$\Sigma_{\rm COH}=-\left(1-\frac1\epsilon\right)\frac{\mu}{\sqrt\pi}\,\delta(\mathbf r-\mathbf r').$$

For $\epsilon=4$ and $\mu=0.5$ bohr$^{-1}$ the constant is $-0.75\times0.5/\sqrt\pi=-0.2116$ hartree, or $-5.76$ eV. At $\mu=50$ bohr$^{-1}$ it is $-21.16$ hartree: the literal $v/\epsilon$ is the limit $\mu\to\infty$.

**Q:** You have cured the infinity, but spoiled the Fock fraction. Exchange is no longer $\Sigma_x/\epsilon$.

**A:** There is now a remainder. Insert $\operatorname{erf}=1-\operatorname{erfc}$:

$$W(r)=\frac1{\epsilon r}+\left(1-\frac1\epsilon\right)\frac{\operatorname{erfc}(\mu r)}r .$$

Let $\Sigma_x^{\rm SR}=-\gamma\operatorname{erfc}(\mu r)/r$, with $r=|\mathbf r-\mathbf r'|$, be short-range exchange. Collecting everything gives, within this model of $W$,

$$\Sigma=\frac1\epsilon\Sigma_x+\left(1-\frac1\epsilon\right)B,\qquad B=\Sigma_x^{\rm SR}-\frac{\mu}{\sqrt\pi}\delta(\mathbf r-\mathbf r').$$

This is a regrouping, with no new approximation. The candidate for the hybrid's local potential is $B$: the Coulomb hole together with the short-range exchange that the medium does not screen.

**Q:** But $\Sigma_x^{\rm SR}$ is still nonlocal.

**A:** Its range is about $1/\mu$. If $\gamma$ varies little over that distance, the interaction acts like a delta function whose strength is its volume integral. With $t=\mu r$,

$$\int d^3r\,\frac{\operatorname{erfc}(\mu r)}r=\frac{4\pi}{\mu^2}\int_0^\infty t\operatorname{erfc}(t)\,dt=\frac{\pi}{\mu^2}.$$

The last integral is $1/4$: integration by parts turns it into $\pi^{-1/2}\int_0^\infty t^2e^{-t^2}dt$. Because $\gamma(\mathbf r,\mathbf r)=n(\mathbf r)/2$,

$$\Sigma_x^{\rm SR}\to-\frac{\pi}{\mu^2}\frac{n(\mathbf r)}2\,\delta(\mathbf r-\mathbf r')\qquad(\mu\to\infty).$$

So the remainder becomes local and also vanishes, and the exchange fraction returns to $1/\epsilon$.

**Q:** Does that work for orbitals of a real molecule?

**A:** Take the water molecule in Hartree–Fock theory with the def2-SVP basis. The medium with $\epsilon=4$ is imposed; it is not the screening of an isolated molecule. The orbitals merely supply a realistic $\gamma$.

For the highest occupied orbital, bare exchange is $-0.9946$ hartree. The ratio of screened to bare exchange is $0.651$ at $\mu=0.5$ bohr$^{-1}$, $0.274$ at $5$, and $0.2504$ at $40$. The approach to $1/4$ is clear, but at $\mu=0.5$ the fraction is far from it. These digits belong to the def2-SVP basis. In aug-cc-pVTZ bare exchange is $-0.966$ hartree, a shift of $0.03$, and the three ratios are $0.647$, $0.274$ and $0.2505$.

The contact formula can be checked at $\mu=40$. The integral of the orbital density times $n/2$ is $0.3025$ bohr$^{-3}$, so the formula gives

$$-\frac{\pi}{40^2}\times0.3025=-5.94\times10^{-4}\ \text{hartree}.$$

The Coulomb integrals give $-5.92\times10^{-4}$ hartree, a difference of about 0.4% relative to the formula. In aug-cc-pVTZ both numbers fall in magnitude by about 2% (the integral is $0.297$ bohr$^{-3}$), and the difference stays at 0.4%.

**Q:** Large $\mu$ makes $B$ local, but then its constant blows up. A hybrid uses an ordinary semilocal exchange potential. Why should $B$ resemble that?

**A:** Evaluate $B$ where local-density exchange is defined, in a uniform gas with Fermi wave number $k_F$. The gas supplies $\gamma$; the insulating screening is again imposed, since a real electron gas is a metal. Its orbitals are plane waves, for which the same formulas hold with one factor conjugated, and $\Sigma$ becomes a function of $k$.

The long-range exchange, from $\operatorname{erf}(\mu r)/r$, is an integral over occupied states $\mathbf k+\mathbf q$. Let $f_k(q)$ be the share of directions of $\mathbf q$ for which $|\mathbf k+\mathbf q|<k_F$. Then

$$\Sigma_x^{\rm LR}(k)=-\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\mu^2}\Big|_{\rm occ}=-\frac2\pi\int_0^\infty\!dq\,e^{-q^2/4\mu^2}f_k(q).$$

At $k=k_F$ the condition is $2k_Fq\cos\theta+q^2<0$, or $\cos\theta<-q/2k_F$. Hence $f=\frac12(1-q/2k_F)$ for $q<2k_F$, and zero beyond. The two pieces integrate to

$$\Sigma_x^{\rm LR}(k_F)=-\frac1\pi\left[\sqrt\pi\,\mu\operatorname{erf}\frac{k_F}\mu-\frac{\mu^2}{k_F}\left(1-e^{-k_F^2/\mu^2}\right)\right].$$

Without the Gaussian, the same integral gives full exchange, $\Sigma_x(k_F)=-(2k_F-k_F)/\pi=-k_F/\pi$. Now use $B=\Sigma_x-\Sigma_x^{\rm LR}-\mu/\sqrt\pi$ and $\operatorname{erf}-1=-\operatorname{erfc}$:

$$B(k_F)=-\frac{k_F}\pi-\frac\mu{\sqrt\pi}\operatorname{erfc}\frac{k_F}\mu-\frac{\mu^2}{\pi k_F}\left(1-e^{-k_F^2/\mu^2}\right).$$

**Q:** And $-k_F/\pi$ is the local-density exchange potential?

**A:** Yes. The exchange energy is quadratic in the occupations, so its derivative with respect to adding an electron at the Fermi surface is $\Sigma_x(k_F)$. That derivative, at fixed volume, is $v_x^{\rm LDA}$.

For $\mu\ll k_F$ the terms linear in $\mu$ have cancelled, and the leading deviation is $-\mu^2/(\pi k_F)$. The cancellation has a simple origin. At the Fermi surface, about half the directions of a small $\mathbf q$ lead to occupied states, so long-range exchange is close to $-\mu/\sqrt\pi$. Removing it raises the level by as much as the Coulomb hole, without its prefactor $1-1/\epsilon$, lowers it.

**Q:** Then choose $\mu$ tiny and the derivation is complete.

**A:** No. As $\mu\to0$, all exchange becomes short-range and the Coulomb hole constant vanishes. Then $B(k)\to\Sigma_x(k)$, which depends strongly on $k$. Agreement at $k_F$ does not make an operator local. Large $\mu$ removes the $k$ dependence but spoils the value at $k_F$. A useful local replacement needs a compromise.

For $k_F=1$ bohr$^{-1}$, $\epsilon=4$ and $\mu=0.5$ bohr$^{-1}$, the energies in hartree are:

| $k$ | $\Sigma_x$ | $B$ | COHSEX | hybrid |
|---:|---:|---:|---:|---:|
| 0 | −0.637 | −0.443 | −0.492 | −0.398 |
| 0.5 | −0.581 | −0.430 | −0.468 | −0.384 |
| 1 | −0.318 | −0.398 | −0.378 | −0.318 |
| 1.5 | −0.105 | −0.362 | −0.298 | −0.265 |

The last column replaces $B$ by $v_x^{\rm LDA}=-0.318$ hartree. At $k=k_F$, for example, COHSEX is $0.25(-0.31831)+0.75(-0.39775)=-0.37789$ hartree.

**Q:** How good is the replacement, then?

**A:** Over these four $k$, $B$ varies by $0.081$ hartree and $\Sigma_x$ by $0.532$. So over this range $B$ has about 15% of the state dependence of Fock exchange. The share depends on the range. At very large $k$ both exchange terms vanish and $B\to-\mu/\sqrt\pi=-0.282$ hartree, so over all $k$ it varies by $0.443-0.282=0.161$ hartree against $0.637$ for $\Sigma_x$, about 25%. At this ratio, $\mu/k_F=0.5$, that supports treating it as a local potential to a first approximation; the share grows toward 100% as $\mu\to0$.

The cost is visible in energy differences. From $k=0$ to $k=1.5$, COHSEX rises by $0.194$ hartree and the hybrid by $0.133$. The hybrid misses about 31% of the COHSEX rise, because the neglected variation of $B$ carries the large weight $0.75$. There is also an offset: at $k_F$ the hybrid lies $0.060$ hartree above COHSEX.

**Q:** So what functional have you justified, and what have you merely chosen?

**A:** For a slowly varying density, use the local $k_F(\mathbf r)=(3\pi^2n)^{1/3}$ and replace $B$ by a semilocal exchange potential. The exchange part of the hybrid is then

$$v_x^{\rm hyb}=\frac1\epsilon\Sigma_x+\left(1-\frac1\epsilon\right)v_x^{\rm sl}(\mathbf r).$$

The coefficient $1/\epsilon$ follows from the long-range form of static screened exchange. The complementary semilocal term is an approximation to $B$, and its quality depends on the local ratio $\mu/k_F$. At fixed $\mu=0.5$ bohr$^{-1}$ the formula for $B(k_F)$ lies below $v_x^{\rm LDA}$ by $0.040$ hartree at $k_F=2$, $0.079$ at $k_F=1$ and $0.192$ at $k_F=0.3$ bohr$^{-1}$. The offset is therefore not a constant shift: between $k_F=0.5$ and $1.5$, $B$ changes by only about 71% as much as $v_x^{\rm LDA}$. Where $k_F$ falls below $\mu$, $B$ approaches the constant $-\mu/\sqrt\pi$ and no longer resembles local-density exchange. A semilocal correlation potential may be added; this derivation does not supply it, and since the Coulomb hole is itself a correlation effect, adding it is a separate modelling choice.

The limits are sensible. At $\epsilon=1$ there is no polarization, and full Fock exchange remains. As $\epsilon\to\infty$, the Fock term disappears and semilocal exchange remains, although COHSEX with finite $\mu$ still keeps nonlocal short-range exchange.

**Q:** Where would you distrust it?

**A:** Where one number cannot describe the screening: at surfaces and interfaces, in isolated molecules, and in strongly anisotropic crystals. There $W(\mathbf r,\mathbf r')$ depends on position or direction, and the Coulomb hole $\frac12W_p(\mathbf r,\mathbf r)$ can vary in space in a way that a bulk $\epsilon$ does not contain. I would also distrust it when the relevant $|E-\varepsilon_n|$ are comparable with the excitation energies, since the static limit then has no small parameter. If short-range exchange matters for the property in question, keeping $\Sigma_x^{\rm SR}$ explicitly leads to a range-separated hybrid, with full exchange at short range and the fraction $1/\epsilon$ at long range.

## Calculated quantities

```
CHAIN: 8 sites, 8 electrons; energies in hartree
hopping 0.1, site energies +/-0.15
spacing 3.0 bohr, softening 2.0 bohr
HOMO, LUMO of h: -0.15397, 0.15397
lowest RPA pole: 0.31273
frequency integral minus poles, max: 1.7e-17
partition error, max: 6.2e-17
static slope error, max: 2.0e-06
largest static slope element: 0.02254
HOMO bare exchange: -0.46421
LUMO bare exchange: -0.03579
HOMO parts beyond bare exchange: dynamic, static
  SEX: 0.04680, 0.04595
  COH: -0.02808, -0.02661
Total correlation: dynamic, static
  HOMO: 0.01872, 0.01934
  LUMO: -0.01872, -0.01934
MEDIUM: eps = 4.0, mu = 0.5 1/bohr
W-v at r = 1.3 bohr: -0.37040 hartree
Coulomb hole: -0.21157 hartree = -5.757 eV
Coulomb hole at mu = 5.0: -2.116 hartree
Coulomb hole at mu = 50.0: -21.157 hartree
WATER HOMO, RHF/def2-SVP, imposed eps = 4
O 0 0 0; H 0 +/-0.757 0.587 angstrom
Fock exchange: -0.99457 hartree
contact integral: 0.30248 1/bohr^3
mu (1/bohr), screened exchange / Fock exchange
   0.5  0.650922
   5.0  0.273964
  40.0  0.250446
short-range exchange at mu = 40, hartree
  integrals -5.9161e-04, contact law -5.9391e-04
UNIFORM GAS: k_F = 1.0 1/bohr, eps = 4, mu = 0.5
density 0.033774 1/bohr^3, LDA v_x -0.31831 hartree
B at k_F for several mu, hartree
  mu 0.1: -0.32149
  mu 0.2: -0.33104
  mu 0.5: -0.39775
  mu 2.0: -1.14101
k (1/bohr), Sigma_x, B, COHSEX, hybrid (hartree)
  0.0 -0.63662 -0.44327 -0.49161 -0.39789
  0.5 -0.58058 -0.42999 -0.46764 -0.38388
  1.0 -0.31831 -0.39775 -0.37789 -0.31831
  1.5 -0.10485 -0.36224 -0.29790 -0.26495
spread over these k: Sigma_x 0.53177, B 0.08103
```
